# Why d = 4 in the Numerator Changes the One-Loop Electron Self-Energy

**Q:** I am computing the one-loop electron self-energy with dimensional regularization. The dimension $d=4-2\epsilon$ is there to make the momentum integral converge, and at the end $\epsilon\to0$. So I do the gamma algebra in four dimensions at the start and keep $d$ in the integral alone. The numerator is a smooth function of $d$, so what could go wrong?

**A:** Your argument uses the rule that the limit of a product is the product of the limits. That rule needs both limits to exist. Here the numerator has a limit, but the integral grows like $1/\epsilon$. A numerator term of order $\epsilon$ then leaves something finite:

$$
(n_0+n_1\epsilon)\left(\frac1\epsilon+f\right)=\frac{n_0}{\epsilon}+n_0f+n_1+O(\epsilon).
$$

Setting $d=4$ first deletes $n_1$. Whether this matters depends on whether $n_1$ is nonzero, and on what you do with the answer.

**Q:** Then let us find $n_1$. Which conventions do you want?

**A:** Atomic units, with $\hbar=m=e=4\pi\varepsilon_0=1$, so that $c\approx137.036$. I keep the symbol $m$ visible. Four-momenta have the metric $(+,-,-,-)$, and a free electron has $p^2=m^2c^2$. The coupling is $g^2=4\pi/c$, the photon is massless, and we use Feynman gauge. The inverse electron propagator is proportional to $\not p-mc-\Sigma$. With $k$ the electron momentum in the loop,

$$
-i\Sigma=\int\!\frac{d^dk}{(2\pi)^d}\,(-ig\gamma^\mu)\frac{i(\not k+mc)}{k^2-m^2c^2}(-ig\gamma_\mu)\frac{-i}{(p-k)^2}.
$$

The factors in front give $(-i)^2\cdot i\cdot(-i)=-1$. Multiplying both sides by $i$,

$$
\Sigma=-ig^2\int\!\frac{d^dk}{(2\pi)^d}\,\frac{N}{(k^2-m^2c^2)(p-k)^2},\qquad N=\gamma^\mu(\not k+mc)\gamma_\mu .
$$

**Q:** In four dimensions I would write $N=4mc-2\not k$.

**A:** In $d$ dimensions the rule $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}$ still holds, but the trace of the metric is $d$. Hence $\gamma^\mu\gamma_\mu=d$. For the other term, move $\gamma^\mu$ through $\not k$:

$$
\gamma^\mu\not k\gamma_\mu=(2k^\mu-\not k\gamma^\mu)\gamma_\mu=2\not k-d\not k=-(d-2)\not k .
$$

Therefore

$$
N=d\,mc-(d-2)\not k=(4-2\epsilon)mc-(2-2\epsilon)\not k .
$$

Both contractions were tested with explicit matrices in two to six dimensions. Your numerator lacks $-2\epsilon\,mc$ and $+2\epsilon\not k$.

**Q:** Now the integral. I would join the denominators with a Feynman parameter.

**A:** Yes. With $x$ running from 0 to 1, the joined denominator is the square of

$$
\begin{aligned}
&(1-x)(k^2-m^2c^2)+x(k-p)^2\\
&\quad=k^2-2x\,k\cdot p+xp^2-(1-x)m^2c^2=(k-xp)^2-\Delta,\\
&\Delta=(1-x)(m^2c^2-xp^2).
\end{aligned}
$$

The last step completes the square, which leaves $x(1-x)p^2$ over. Now put $k=l+xp$. The term $\not k$ makes the integrand fall like $|k|^{-3}$, so on a large sphere of radius $R$ the shift leaves a surface term of order $R^{d-1}R^{-3}=R^{d-4}$. It vanishes for $d<4$. The part of the numerator odd in $l$ integrates to zero, so $\not k$ becomes $x\not p$.

Next rotate the energy contour, $l^0=il_E^0$. This gives $d^dl=i\,d^dl_E$ and $l^2=-l_E^2$, and the factor $-i\cdot i=1$ leaves

$$
\Sigma=g^2\int_0^1\!dx\,[d\,mc-(d-2)x\not p]\int\!\frac{d^dl_E}{(2\pi)^d}\frac{1}{(l_E^2+\Delta)^2}.
$$

For the inner integral write $1/s^2=\int_0^\infty t\,e^{-ts}dt$ with $s=l_E^2+\Delta$. The Gaussian integral over $l_E$ gives $(4\pi t)^{-d/2}$, so

$$
\int\!\frac{d^dl_E}{(2\pi)^d}\frac1{(l_E^2+\Delta)^2}
=\frac{1}{(4\pi)^{d/2}}\int_0^\infty\! t^{1-d/2}e^{-t\Delta}dt
=\frac{\Gamma(\epsilon)}{(4\pi)^{2-\epsilon}}\Delta^{-\epsilon}.
$$

**Q:** The coupling needs a scale when $d\ne4$.

**A:** Replace $g^2$ by $g^2(e^{\gamma}M^2/4\pi)^\epsilon$, where $\gamma$ without an index is Euler's constant and $M$ is a momentum scale. Removing the bare $1/\epsilon$ pole afterwards is modified minimal subtraction. The powers of $4\pi$ cancel, and $g^2/16\pi^2=1/(4\pi c)$. So

$$
\Sigma=\frac1{4\pi c}\,[A\,mc+B\not p],
$$

$$
\begin{aligned}
A&=(4-2\epsilon)\,\Gamma(\epsilon)\int_0^1\!dx\left(\frac{e^\gamma M^2}{\Delta}\right)^{\epsilon},\\
B&=-(2-2\epsilon)\,\Gamma(\epsilon)\int_0^1\!dx\,x\left(\frac{e^\gamma M^2}{\Delta}\right)^{\epsilon}.
\end{aligned}
$$

These formulas were tested against direct radial and angular integration of the loop at $\epsilon=0.25$ and $0.15$, for two spacelike momenta and one timelike momentum below the mass shell. The largest relative difference was about $6\times10^{-14}$.

**Q:** And now $\epsilon\to0$.

**A:** Use $\Gamma(\epsilon)=1/\epsilon-\gamma+O(\epsilon)$ and expand the power:

$$
\left(\frac1\epsilon-\gamma\right)\left(1+\epsilon\gamma+\epsilon\ln\frac{M^2}{\Delta}\right)
=\frac1\epsilon+\ln\frac{M^2}{\Delta}+O(\epsilon).
$$

Multiply by the numerators, with $\int_0^1x\,dx=\tfrac12$ in the second line:

$$
\begin{aligned}
A&=\frac4\epsilon-2+4\int_0^1\!dx\,\ln\frac{M^2}{\Delta}+O(\epsilon),\\
B&=-\frac1\epsilon+1-2\int_0^1\!dx\,x\ln\frac{M^2}{\Delta}+O(\epsilon).
\end{aligned}
$$

With your numerator the poles and the logarithms are the same, but the $-2$ and the $+1$ are missing:

$$
\Sigma_{\rm full}-\Sigma_{\rm naive}\;\to\;\frac{1}{4\pi c}\,(\not p-2mc).
$$

**Q:** Could I see it happen at finite $\epsilon$, before anything is expanded?

**A:** Take $M=mc$ and $p^2=-m^2c^2$. The difference $A_{\rm full}-A_{\rm naive}$ is $-2.152$ at $\epsilon=0.1$, $-2.013$ at $0.01$ and $-2.001$ at $0.001$. For $B$ the differences are $1.120$, $1.010$ and $1.001$. The deleted numerator term shrinks by a factor of ten each time, while its contribution settles at a constant.

**Q:** Where in the loop does that constant come from? An effect of a vanishing term feels like an artefact.

**A:** It comes from arbitrarily large loop momenta. There the integral, in the normalization of $A$, is $2\int dl\,l^{-1-2\epsilon}$, with $l$ in units of $M$ and with angular factors that tend to one. Start it at any fixed large $L$ and multiply by the deleted $-2\epsilon$:

$$
-2\epsilon\cdot2\int_L^\infty\!\frac{dl}{l^{1+2\epsilon}}=-2L^{-2\epsilon}\;\to\;-2 .
$$

The answer is the full $-2$ for every $L$. The region below $L$ gives a finite integral times $\epsilon$, hence nothing. This is why the lost terms know nothing about the external momentum, beyond the explicit $\not p$. They have the form of a mass term and a kinetic term, the same form as the counterterms.

**Q:** Then I have a defence. Counterterms of that form are added anyway, so my constants disappear into them.

**A:** For some quantities that is right. Write the lost part as

$$
\not p-2mc=-mc+(\not p-mc).
$$

On-shell renormalization subtracts from $\Sigma$ its value at $\not p=mc$ and its slope there. The first term is a pure value and the second a pure slope, so both drop out. (With a massless photon the slope of $\Sigma$ itself needs an infrared regulator, but the two constants do not depend on it.) The self-energy renormalized in this way is the same with either numerator.

The change of the coefficient $A$, or of $B$, between two values of $p^2$ is also safe. (The change of $\Sigma$ itself is not, because the lost term $\not p$ and the pole term $-\not p/\epsilon$ both vary with the momentum.) Going from $p^2=-m^2c^2$ to $p^2=-4m^2c^2$, the pole cancels and

$$
\begin{aligned}
\delta A&=-4\int_0^1\!dx\,\ln\frac{1+4x}{1+x}\\
&=-4\left[\left(\tfrac54\ln5-1\right)-(2\ln2-1)\right]\approx-2.502 .
\end{aligned}
$$

The same difference integrated directly in four dimensions, with no $\epsilon$ anywhere, gives $-2.502012$. For $B$ the direct integral gives $0.758848$. Both were tested against the formulas with and without the constants. Here the factors $d$ and $d-2$ multiply differences of integrals that have a finite limit, so $d=4$ in them is harmless. A finite total alone is not enough. In $16\pi^2\int d^dk_E/(2\pi)^d\,(4k^\mu k^\nu-k^2\delta^{\mu\nu})/(k^2+1)^3$ the average gives a factor $4/d-1\approx\epsilon/2$ that meets a pole $1/\epsilon$. The result is $\tfrac12\delta^{\mu\nu}$ with no pole left, while averaging with 4 gives zero.

**Q:** So when does it hurt?

**A:** When the finite part is read relative to a stated subtraction. Minimal subtraction removes the pole and nothing else, so the finite constant stays and defines the mass parameter. Call that parameter, the running mass at scale $M$, $\bar m$. After the poles are removed, the propagator has its pole where $\not p=mc$ solves

$$
mc=\bar mc+\Sigma_{\rm fin}(\not p=mc).
$$

To this order $m$ may be used inside $\Sigma$. Multiplying by $c$ gives an energy:

$$
mc^2-\bar mc^2=\frac{c}{4\pi}\,(A+B)_{\rm fin}\,m .
$$

**Q:** Let me do the integrals on the mass shell with $M=mc$. There $\Delta=(1-x)^2m^2c^2$, so the logarithm is $-2\ln(1-x)$.

**A:** Then, with $y=1-x$,

$$
\begin{aligned}
\int_0^1\!dy\,(-2\ln y)&=2,\\
\int_0^1\!dy\,(1-y)(-2\ln y)&=2-\tfrac12=\tfrac32 .
\end{aligned}
$$

The full finite parts are $A=4\cdot2-2=6$ and $B=-2\cdot\tfrac32+1=-2$, with sum 4. Yours are $8$ and $-3$, with sum 5.

The energy unit $c/4\pi$ hartree is $296.74$ eV. The full calculation puts the pole energy above the running-mass energy by $4\times296.74\approx1187$ eV. The naive constant gives $5\times296.74\approx1484$ eV. If $\bar m$ was defined with the full numerator and you convert it with the naive constant, you are wrong by about 297 eV. That is a quarter of the correction, and about $6\times10^{-4}$ of the electron rest energy of $510\,999$ eV.

**Q:** Is 297 eV larger than what the one-loop formula leaves out?

**A:** The next order should be smaller by a factor of order $1/(\pi c)$, which turns 1187 eV into about 3 eV, up to a numerical coefficient I have not computed. On that estimate the error is a one-loop error and does not hide in the neglected terms. It is not a shift of a measured energy, though. The pole mass is the observable one, and the 1187 eV is the distance to a parameter that depends on convention.

**Q:** That parameter also depends on $M$. Perhaps my numerator amounts to a different choice of $M$.

**A:** Test it on both parts. Raising $\ln M^2$ by $s$ adds $4s$ to $A$ and $-s$ to $B$. To turn the full constants into yours you must add $+2$ to $A$ and $-1$ to $B$. The first asks for $s=\tfrac12$, the second for $s=1$. No single scale does both.

For the sum on the mass shell one number is enough: $3s=1$ gives $s=\tfrac13$. So for the mass parameter you are right: at this order your numerator acts like a change of scale. The self-energies themselves still differ. After the shift by $s=\tfrac13$, yours minus the full one is $-\tfrac23(\not p-mc)/(4\pi c)$ at every momentum. This vanishes on the shell and only changes the normalization of the electron field.

To see the size of the constants with no change of scale, take $p^2=-m^2c^2$ and $M=mc$ in both calculations. Then $\Delta=(1-x^2)m^2c^2$. The logarithmic part of $A$ is $8-8\ln2\approx2.455$, and that of $B$ is $-1$. The full values are $A\approx0.455$ and $B=0$, while yours are $2.455$ and $-1$. The zero is a coincidence of this momentum and this scale, but it shows that the lost constant can be as large as everything else in $B$.

**Q:** What length does $M=mc$ correspond to?

**A:** To $1/c$ bohr, or about $0.00386$ angstrom, the reduced Compton wavelength. It is a convenient scale here because the logarithms then contain no large ratio at momenta of order $mc$.

**Q:** Suppose I am stubborn and use four-dimensional gamma algebra in every diagram. My mass parameter is then a different one, but I never mix. Is that consistent?

**A:** For the electron self-energy and the vertex it can be, if "four" is confined to the right place. The vertex correction shows where. Write $S(k)=(\not k-mc)^{-1}$ and let the photon carry $q$, so that $k=p-q$. At zero momentum transfer the vertex correction is

$$
\Lambda^\mu=-ig^2\int\!\frac{d^dq}{(2\pi)^d}\,\frac{\gamma^\alpha S(k)\gamma^\mu S(k)\gamma_\alpha}{q^2}.
$$

Since $\partial S/\partial p_\mu=-S\gamma^\mu S$, differentiating the self-energy gives the Ward identity $\Lambda^\mu=-\partial\Sigma/\partial p_\mu$. At $p=0$ the derivative of $A(p^2)$ is proportional to $p^\mu$ and vanishes. Writing $\Lambda^\mu=V\gamma^\mu/(4\pi c)$, we need

$$
V+B(0)=0 .
$$

**Q:** And what does the vertex numerator look like?

**A:** At $p=0$ terms odd in $k$ drop out. Two facts are used. The first is the average over loop directions, $k^\mu k^\nu\to k^2g^{\mu\nu}/d$:

$$
\not k\gamma^\mu\not k=2k^\mu\not k-k^2\gamma^\mu\;\to\;-\frac{d-2}{d}\,k^2\gamma^\mu .
$$

The second is the contraction $\gamma^\alpha\gamma^\mu\gamma_\alpha=-(d-2)\gamma^\mu$. Together with $k^2=-k_E^2$ after the rotation, they give

$$
V=16\pi^2\!\int\!\frac{d^dk_E}{(2\pi)^d}\,
\frac{w\,k_E^2+(d-2)m^2c^2}{k_E^2\,(k_E^2+m^2c^2)^2},\qquad
w=\frac{(d-2)^2}{d},
$$

where the scale factor $(e^\gamma M^2/4\pi)^\epsilon$ is understood. For $M=mc$ the $w$ term is $w$ times $1/\epsilon+O(\epsilon)$. The mass term converges, and in four dimensions it equals $2\cdot2\int_0^\infty k\,dk/(k^2+1)^2=2$, with $k$ in units of $mc$. It has no pole, so replacing $d$ by 4 there changes nothing in the limit.

**Q:** So everything hangs on $w$.

**A:** Yes, and one factor $d-2$ in $w$ comes from the contraction, while $(d-2)/d$ comes from the average. For the other side, $\Delta=(1-x)m^2c^2$ at $p=0$, and $-2\int_0^1x[-\ln(1-x)]dx=-\tfrac32$. There are three cases.

1. Keep $d$ everywhere. Then $w=(2-2\epsilon)^2/(4-2\epsilon)=1-\tfrac32\epsilon+O(\epsilon^2)$, so $V=1/\epsilon-\tfrac32+2=1/\epsilon+\tfrac12$. The self-energy gives $B(0)=-1/\epsilon+1-\tfrac32=-1/\epsilon-\tfrac12$. The sum is zero.
2. Contract with 4 but average with $d$. Then $w=2(2-2\epsilon)/(4-2\epsilon)=1-\tfrac12\epsilon+O(\epsilon^2)$, so $V=1/\epsilon+\tfrac32$. Now $B(0)=-1/\epsilon-\tfrac32$, and the sum is again zero.
3. Put 4 in both places. Then $w=1$ and $V=1/\epsilon+2$, while $B(0)=-1/\epsilon-\tfrac32$. The sum is $\tfrac12$.

The numerical output gives the same three mismatches: 0, 0 and 0.5000.

**Q:** The second case is what I want, then.

**A:** It is the rule used in dimensional reduction: gamma matrices are contracted in four dimensions, while loop momenta live in $d$. For these two functions at one loop it respects the Ward identity. Its mass parameter is not that of ordinary minimal subtraction, and the conversion to the pole mass uses 5 where the other uses 4.

The third case is what "set $d=4$ in the numerator" says if taken literally. The self-energy as we computed it does not reveal the trouble, because the Feynman parameter and the shift leave no product $k^\mu k^\nu$ to average. In the vertex that product meets a pole. (If you expand the self-energy in $p$ instead, the product appears there too. Averaging it with $d$ gives $B(0)=-1/\epsilon-\tfrac32$ again. Averaging it with 4 gives $-1/\epsilon-1$ if $p$ runs through the photon line and $-1/\epsilon-2$ if it runs through the electron line, so the answer depends on the route.)

**Q:** What does a mismatch of one half mean physically?

**A:** The Ward identity makes the vertex correction cancel against the change in normalization of the electron field, so that neither alters the charge. In the third case, after minimal subtraction, a relative remainder of $\tfrac12/(4\pi c)\approx3\times10^{-4}$ is left in the coupling at $p=0$. It comes from the treatment of the numerator and not from the interaction. Even its size depends on the route: with the self-energy expanded in $p$ along the electron line and averaged with 4, the remainder would be zero. An extra finite counterterm could remove it, but you would have to know that it is needed.

Mixing diagrams is worse. A vertex computed with $d$ throughout and a self-energy with your numerator give $V+B(0)=\tfrac12-\tfrac32=-1$, twice the size and of opposite sign.

**Q:** So I should ask of each factor of $d$ whether it multiplies a pole.

**A:** Yes. If the integral behind it converges by power counting, at large and at small momenta, and the diagram is not part of a larger divergent loop, you may set $d=4$ at once, as in the mass term of the vertex. If it has a pole, or converges only after the average over loop directions, keep $d$ until the product has been expanded, or state the other scheme and use it in both the self-energy and the vertex, with the loop average still taken in $d$ dimensions. We tested that scheme only for these two functions. Other diagrams, such as the photon self-energy, need their own check.

## Table of computed values

```
speed of light c = 137.035999 atomic units
electron rest energy c^2 = 510998.95 eV
length 1/c for scale M = mc: 0.003862 angstrom
energy unit c/(4 pi) = 296.740 eV
direct loop vs formula, worst relative error = 5.9e-14
eps term times pole at p^2 = -(mc)^2, M = mc (dimensionless):
  eps = 0.1: A_full-A_naive = -2.15158, B_full-B_naive = 1.11987
  eps = 0.01: A_full-A_naive = -2.01255, B_full-B_naive = 1.01018
  eps = 0.001: A_full-A_naive = -2.00123, B_full-B_naive = 1.00100
finite parts, M = mc (dimensionless):
  p^2 = -(mc)^2, full : A = 0.45482, B = -0.00000, A+B = 0.45482
  p^2 = -(mc)^2, naive: A = 2.45482, B = -1.00000, A+B = 1.45482
  p^2 = +(mc)^2, full : A = 6.00000, B = -2.00000, A+B = 4.00000
  p^2 = +(mc)^2, naive: A = 8.00000, B = -3.00000, A+B = 5.00000
change from p^2 = -(mc)^2 to -4(mc)^2, direct at d = 4:
  A: -2.502012, B: 0.758848 (dimensionless)
shift of ln M^2 needed to imitate the naive constants:
  for A: 0.5000, for B: 1.0000
pole minus running-mass energy, full  = 1186.96 eV
same with naive numerator             = 1483.70 eV
error from mixing the two             = 296.74 eV
Ward mismatch, vertex + B(0), in units of 1/(4 pi c):
  d kept everywhere: 0.0000
  4 in contraction, d in average: 0.0000
  4 in both: 0.5000
```
